# Grote–Hynes Transmission Coefficient and Its Kramers Limit at a Parabolic Barrier

A classical reaction coordinate crosses a barrier while coupled to many other degrees of freedom. Transition-state theory counts every crossing toward products as a reaction, although the surroundings can push the system back. The problem is to find the factor that corrects this count.

Let $q$ be a mass-weighted coordinate with the barrier top at $q=0$, and let $v=\dot q$. The surroundings are modelled by harmonic modes $x_j$ with momenta $p_j$, frequencies $w_j$ and couplings $c_j$. Near the barrier top

$$\mathcal H=\frac{v^2}{2}-\frac{\omega_b^2q^2}{2}+\sum_j\left[\frac{p_j^2}{2}+\frac{w_j^2}{2}\left(x_j-\frac{c_jq}{w_j^2}\right)^2\right].$$

Integrating the Boltzmann factor over the $x_j$ gives a factor independent of $q$. Hence $-\omega_b^2q^2/2$ is the potential of mean force, and $\omega_b$ is its barrier frequency. Temperature enters through $kT$.

## (a) Eliminating the bath

**Find the equation of motion of $q$ alone, and the statistics of the random force when the bath starts in equilibrium at fixed $q(0)$.**

Hamilton's equations are

$$\ddot q=\omega_b^2q+\sum_jc_j\left(x_j-\frac{c_jq}{w_j^2}\right),\qquad \ddot x_j=-w_j^2x_j+c_jq .$$

The second describes a driven oscillator, with solution

$$x_j(t)=x_j(0)\cos w_jt+\frac{p_j(0)}{w_j}\sin w_jt+\frac{c_j}{w_j}\int_0^t\sin[w_j(t-s)]\,q(s)\,ds .$$

Since $\frac{d}{ds}\cos[w_j(t-s)]=w_j\sin[w_j(t-s)]$, integration by parts turns the last term into

$$\frac{c_j}{w_j^2}\left[q(t)-q(0)\cos w_jt-\int_0^t\cos[w_j(t-s)]\,\dot q(s)\,ds\right].$$

Its first part cancels $-c_jq/w_j^2$ in the force on $q$. With $y_j=x_j(0)-c_jq(0)/w_j^2$, the result is the generalized Langevin equation

$$\ddot q(t)=\omega_b^2q(t)-\int_0^t\gamma(t-s)\,\dot q(s)\,ds+R(t),$$

$$\gamma(t)=\sum_j\mu_j\cos w_jt,\quad \mu_j=\frac{c_j^2}{w_j^2},\qquad R(t)=\sum_jc_j\left[y_j\cos w_jt+\frac{p_j(0)}{w_j}\sin w_jt\right].$$

In the canonical distribution at fixed $q(0)$, the $y_j$ and $p_j(0)$ are independent Gaussian variables with zero mean, $\langle y_j^2\rangle=kT/w_j^2$ and $\langle p_j(0)^2\rangle=kT$. They are also independent of $v_0=\dot q(0)$. Therefore $R$ is Gaussian, $\langle v_0R(t)\rangle=0$, and

$$\langle R(t)R(t')\rangle=kT\sum_j\mu_j(\cos w_jt\cos w_jt'+\sin w_jt\sin w_jt')=kT\,\gamma(t-t').$$

Friction and noise come from the same modes, which is why one function describes both. From here on the bath is dense: the sum becomes an integral over frequency, and $\gamma(t)$ is assumed to be absolutely integrable.

## (b) The motion from the barrier top

**Solve for $q(t)$ with $q(0)=0$, and find the variance of $q(t)$ in terms of the response to the initial velocity.**

Write $\hat f(s)=\int_0^\infty e^{-st}f(t)\,dt$. With $q(0)=0$, the transforms of $\dot q$ and $\ddot q$ are $s\hat q$ and $s^2\hat q-v_0$. The equation of motion becomes $(s^2+s\hat\gamma-\omega_b^2)\hat q=v_0+\hat R$, so

$$q(t)=v_0G(t)+X(t),\quad X(t)=\int_0^tG(u)R(t-u)\,du,\quad \hat G(s)=\frac{1}{s^2+s\hat\gamma(s)-\omega_b^2}.$$

Here $G(0)=0$ and $\dot G(0)=1$, because $G$ is the noiseless path with unit initial velocity. The noise contributes $\langle X^2\rangle=kT\,I(t)$, where

$$I(t)=\int_0^tdu\int_0^tdu'\,G(u)G(u')\gamma(u-u').$$

Differentiating the two upper limits gives equal terms, since $\gamma$ is even:

$$\dot I=2G(t)\int_0^t\gamma(t-u)G(u)\,du .$$

The convolution follows from the definition of $\hat G$. Multiplying $\hat G\,(s^2+s\hat\gamma-\omega_b^2)=1$ by $1/s$ and rearranging,

$$\hat\gamma\hat G=\frac1s+\frac{\omega_b^2\hat G}{s}-s\hat G .$$

In the time domain the right side is $H(t)-\dot G(t)$, with

$$H(t)=1+\omega_b^2\int_0^tG(u)\,du,\qquad \dot H=\omega_b^2G .$$

Hence

$$\dot I=2GH-2G\dot G=\frac{2H\dot H}{\omega_b^2}-2G\dot G .$$

Integrating from $I(0)=0$, $H(0)=1$, $G(0)=0$ gives $I=(H^2-1)/\omega_b^2-G^2$. The initial velocity is independent of the noise and adds $kT\,G^2$, so

$$\langle q^2(t)\rangle=kT\,\frac{H^2(t)-1}{\omega_b^2}.$$

## (c) The reactive flux

**Define $\kappa(t)=\langle v_0\theta(q(t))\rangle/\langle v_0\theta(v_0)\rangle$ for $q(0)=0$, where $\theta$ is the unit step function. Evaluate it for $t>0$.**

The numerator is the net flux through $q=0$ that is found on the product side at time $t$. The denominator is the flux counted by transition-state theory. Thus $\kappa(t)$ measures the effect of recrossing.

The variables $v_0$ and $q=q(t)$ are jointly Gaussian with zero mean. Let $S=\langle q^2\rangle$. The mean of $v_0$ at given $q$ is then $\langle v_0q\rangle q/S$, and

$$\langle v_0\theta(q)\rangle=\frac{\langle v_0q\rangle}{S}\int_0^\infty\frac{q\,e^{-q^2/2S}}{\sqrt{2\pi S}}\,dq=\frac{\langle v_0q\rangle}{\sqrt{2\pi S}},$$

because the integral equals $S/\sqrt{2\pi S}$. From part (b), $\langle v_0q\rangle=kT\,G$. The denominator is the same expression with $q$ replaced by $v_0$, namely $\sqrt{kT/2\pi}$. Therefore

$$\kappa(t)=\frac{kT\,G}{\sqrt{2\pi kT(H^2-1)/\omega_b^2}}\sqrt{\frac{2\pi}{kT}}=\frac{\omega_bG(t)}{\sqrt{H^2(t)-1}} .$$

At short times $G\simeq t$ and $H\simeq1+\omega_b^2t^2/2$, so $H^2-1\simeq\omega_b^2t^2$ and $\kappa\to1$. Transition-state theory is recovered before recrossing can occur.

## (d) The plateau

**Find the long-time limit $\kappa$ of $\kappa(t)$, and state when it is nonzero.**

The growth of $G$ is set by zeros of $F(s)-\omega_b^2$ with $\mathrm{Re}\,s>0$, where $F(s)=s^2+s\hat\gamma(s)$. For the dense bath, $\gamma(t)=\int_0^\infty\rho(w)\cos(wt)\,dw$ with $\rho\ge0$. The transform of $\cos wt$ is $s/(s^2+w^2)$, so with $z=s^2$

$$F=z+\int_0^\infty\rho(w)\frac{z}{z+w^2}\,dw .$$

Writing $z/(z+w^2)=1-w^2/(z+w^2)$ shows that

$$\mathrm{Im}\,F=\mathrm{Im}\,z\left[1+\int_0^\infty\frac{\rho(w)\,w^2}{|z+w^2|^2}\,dw\right].$$

At a zero, $F=\omega_b^2$ is real. The bracket is positive, so $z$ is real, and $\mathrm{Re}\,s>0$ then requires $s$ itself to be real and positive. On this half-line $F$ increases strictly from $F(0^+)=0$ to infinity. There is therefore one such zero, $\lambda$, and $F'(\lambda)>0$.

To isolate its contribution, move the inverse-Laplace contour from the right of $\lambda$ to $\mathrm{Re}\,s=\epsilon$, with $0<\epsilon<\lambda$. On and to the right of the new line $|\hat\gamma|$ is bounded by $\int_0^\infty|\gamma|\,dt$, so $\hat G$ falls as $1/|s|^2$ and the remaining integral converges. Thus

$$G(t)=Ae^{\lambda t}+O(e^{\epsilon t}),\qquad A=\frac1{F'(\lambda)},\qquad H(t)=\frac{\omega_b^2A}{\lambda}e^{\lambda t}+O(e^{\epsilon t}).$$

At long times the 1 in $H^2-1$ is negligible and $A$ cancels:

$$\kappa=\frac{\omega_bA}{\omega_b^2A/\lambda}=\frac{\lambda}{\omega_b},\qquad \lambda^2+\lambda\hat\gamma(\lambda)=\omega_b^2,\quad\lambda>0 .$$

This is the Grote–Hynes transmission coefficient. Since $\hat\gamma(\lambda)\ge0$, $\kappa\le1$. The friction that matters is the kernel weighted by $e^{-\lambda t}$: the bath acts on the time scale on which the system leaves the barrier.

Integrability of $\gamma$ is sufficient for $\kappa>0$ but not necessary; some condition on the long-time tail cannot be dropped, however. If the kernel has a constant tail $\gamma_\infty$, then $s\hat\gamma\to\gamma_\infty$ as $s\to0$, and $F$ starts from $\gamma_\infty$ instead of zero. For $\gamma_\infty<\omega_b^2$ the increasing $F$ still passes through $\omega_b^2$ once, but for $\gamma_\infty\ge\omega_b^2$ no positive root exists. The permanent restoring force then cancels or exceeds the barrier force, and there is no exponential escape.

## (e) Memoryless friction

**Evaluate $\kappa$ for friction without memory, and obtain the rate of escape from a harmonic well of frequency $\omega_0$ and depth $E$. When does the result fail?**

Memoryless friction means $\gamma(t)=2\gamma\,\delta(t)$, where $\gamma$ without an argument is a constant. The delta function lies at the end of the integration range and counts half, so the friction force is $-\gamma\dot q$ and $\hat\gamma(s)=\gamma$. The condition for $\lambda$ is now

$$\lambda^2+\gamma\lambda-\omega_b^2=0 .$$

The product of the two roots is $-\omega_b^2$, so one is positive. Dividing it by $\omega_b$ gives

$$\kappa_{\rm K}=\sqrt{1+\frac{\gamma^2}{4\omega_b^2}}-\frac{\gamma}{2\omega_b}.$$

The transition-state rate is the one-way velocity average times the probability density at the barrier top, normalized to the well. For $E\gg kT$ the well integral is Gaussian, and

$$k_{\rm TST}=\sqrt{\frac{kT}{2\pi}}\;\frac{e^{-E/kT}}{\sqrt{2\pi kT/\omega_0^2}}=\frac{\omega_0}{2\pi}e^{-E/kT}.$$

The rate $k=\kappa_{\rm K}k_{\rm TST}$ is Kramers' spatial-diffusion result. For $\gamma\gg\omega_b$,

$$\sqrt{\frac{\gamma^2}{4}+\omega_b^2}\simeq\frac\gamma2+\frac{\omega_b^2}{\gamma},\qquad\text{so}\qquad \kappa_{\rm K}\simeq\frac{\omega_b}{\gamma}.$$

Motion over the barrier is then diffusive, and the rate falls as $1/\gamma$. At $\gamma/\omega_b=10$ the full formula gives 0.0990 and the estimate 0.1000. At $\gamma/\omega_b=2$ they give 0.414 and 0.500.

For $\gamma\to0$ the formula gives $\kappa_{\rm K}\to1$, but the rate expression fails there. It assumes a thermal population at the barrier top, while a weakly coupled system regains energy too slowly to maintain one. The plateau must also be reached long before a typical escape time, and the potential must be nearly parabolic wherever the final direction is decided.

The combined size of the finite-barrier errors, from both the well and the barrier, can be seen in the double well $V=E(x^2-1)^2$ with unit mass and $\gamma=2\omega_b$. Its escape rate was computed by expanding the phase-space Fokker–Planck operator in oscillator functions of position and velocity. Half the smallest nonzero relaxation rate is the escape rate from one well. Divided by the Kramers rate, it is 0.947 at $E/kT=6$ and 0.975 at $E/kT=12$. The shortfall, relative to the Kramers rate, is roughly halved when the barrier is doubled. More than half of it comes from the well rather than the barrier. With $y=x-1$ and $b=E/kT$, $V/kT=b(4y^2+4y^3+y^4)$. In the Gaussian with $\langle y^2\rangle=1/8b$ one has $\langle y^4\rangle=3/64b^2$ and $\langle y^6\rangle=15/512b^3$. The well integral therefore exceeds its Gaussian value by the factor $1-b\langle y^4\rangle+8b^2\langle y^6\rangle=1+3/16b$ to first order in $1/b$. This first-order term is 0.031 at $b=6$ and 0.016 at $b=12$. Integrating $e^{-V/kT}$ numerically over $x>0$ gives the full factors 1.041 and 1.017, which alone lower the rate by 0.039 and 0.017, out of shortfalls of about 0.053 and 0.025.

## (f) Exponential memory

**Take $\gamma(t)=(\gamma/\tau)e^{-t/\tau}$, whose time integral is $\gamma$. Find the equation for $\lambda$, the first correction for short memory, and the limits for a slow bath.**

The transform is $\hat\gamma(s)=\gamma/(1+s\tau)$. Inserting it in the condition for $\lambda$ and multiplying by $1+\lambda\tau$,

$$\tau\lambda^3+\lambda^2+(\gamma-\omega_b^2\tau)\lambda-\omega_b^2=0 .$$

At $\tau=0$ this is the quadratic of part (e), with root $\lambda_{\rm K}$. For small $\tau$, $\hat\gamma(\lambda)\simeq\gamma(1-\lambda\tau)$. Put $\lambda=\lambda_{\rm K}+\delta$ and keep first order in $\tau$ and $\delta$:

$$(2\lambda_{\rm K}+\gamma)\,\delta-\gamma\tau\lambda_{\rm K}^2=0,\qquad \delta=\frac{\gamma\tau\lambda_{\rm K}^2}{2\lambda_{\rm K}+\gamma}>0 .$$

Memory raises the transmission at fixed $\gamma$. This holds at any $\tau$ for this kernel, because $\gamma/(1+\lambda\tau)$ decreases with $\tau$ and a smaller friction moves the root upward.

For a slow bath, hold the initial strength $g=\gamma/\tau$ fixed and let $\tau\to\infty$. The friction term is

$$\lambda\hat\gamma(\lambda)=g\,\frac{\lambda\tau}{1+\lambda\tau}.$$

- If $g<\omega_b^2$, $\lambda$ stays finite and the fraction tends to 1. Then $\lambda\to\sqrt{\omega_b^2-g}$: the system crosses a barrier flattened by a frozen bath.
- If $g>\omega_b^2$, the frozen bath turns the barrier into a well. Then $\lambda\to0$ with $\lambda\tau$ finite. Dropping $\lambda^2$ gives $g\lambda\tau=\omega_b^2(1+\lambda\tau)$, or $\lambda\tau\to\omega_b^2/(g-\omega_b^2)$. Escape waits for the bath to relax.

## (g) A numerical case

**In atomic units let $\omega_b=5\times10^{-4}$, $\omega_0=6\times10^{-4}$, $\gamma=10^{-3}$, $\tau=2000$, $E=0.012$ and $kT=0.001$. Compare the three rates, and follow $\kappa(t)$ to its plateau.**

These are round model parameters; the temperature is 315.8 K. The ratios needed are $\gamma/\omega_b=2$ and $\omega_b\tau=1$. With $\lambda=\kappa\omega_b$, dividing the cubic by $\omega_b^2$ gives

$$\kappa^3+\kappa^2+\kappa-1=0,\qquad \kappa=0.5437,$$

the root being found numerically by bracketing. The effective friction is $\hat\gamma(\lambda)=10^{-3}/1.5437=6.48\times10^{-4}$, about two thirds of $\gamma$. Without memory, $\kappa_{\rm K}=\sqrt2-1=0.4142$, so memory raises the rate by a factor $0.5437/0.4142=1.313$.

The transition-state rate is

$$k_{\rm TST}=\frac{6\times10^{-4}}{2\pi}e^{-12}=5.867\times10^{-10}\ \text{a.u.}=2.43\times10^7\ \text{s}^{-1}.$$

Multiplication by $\kappa_{\rm K}$ gives $2.430\times10^{-10}$ a.u., or $1.00\times10^7$ s$^{-1}$. Multiplication by the Grote–Hynes $\kappa$ gives $3.190\times10^{-10}$ a.u., or $1.32\times10^7$ s$^{-1}$. All three are classical; since $\hbar\omega_b/kT=0.5$, quantum effects are left out rather than shown to be negligible.

For $\kappa(t)$, let $P(s)$ be the cubic of part (f) with $\lambda$ replaced by $s$. Then $\hat G=(1+s\tau)/P(s)$, and its residues at the three roots $s_i$ give

$$G(t)=\sum_{i=1}^3\frac{1+s_i\tau}{P'(s_i)}e^{s_it}.$$

Integration gives $H$, and part (c) gives $\kappa(t)$.

The same quantity can be counted from trajectories of the original Hamiltonian. The kernel was represented by $N=300$ modes of equal strength $\mu_j=\gamma/(N\tau)$, with $w_j\tau=\tan[(j-\tfrac12)\pi/2N]$. Starting points were drawn from the thermal bath at $q=0$, with $v_0$ weighted by $|v_0|e^{-v_0^2/2kT}$, and propagated through the normal modes. Because $\langle v_0\rangle=0$ and $\theta(q)=(1+\mathrm{sgn}\,q)/2$, $\kappa(t)$ is the average of $\mathrm{sgn}(v_0)\,\mathrm{sgn}(q(t))$ in this weighted sample. With 100000 trajectories:

| $t$ (a.u.) | Formula | Counted |
|---:|---:|---:|
| 1000 | 0.948 | 0.949 ± 0.001 |
| 2000 | 0.838 | 0.839 ± 0.002 |
| 4000 | 0.646 | 0.646 ± 0.002 |
| 8000 | 0.546 | 0.545 ± 0.003 |
| 16000 | 0.544 | 0.543 ± 0.003 |

The uncertainties are one standard error of sampling. Recrossing is nearly complete by 8000 a.u., and in the last row the formula equals $\lambda/\omega_b=0.544$ to the digits shown, while the counted value agrees with it within one standard error.

Changing $\tau$ at fixed $\gamma$ gives $\kappa=0.4154$, 0.4265, 0.5437, 0.9055 and 0.9901 for $\tau=20$, 200, 2000, 20000 and 200000 a.u. At $\tau=200$, where $\omega_b\tau=0.1$, the first-order formula gives

$$\kappa\simeq0.4142+\frac{2\times0.1\times0.4142^2}{2\times0.4142+2}=0.4263,$$

close to the root 0.4265. For the longest memories $\kappa$ approaches 1 because $g=\gamma/\tau$ becomes small at fixed $\gamma$.

That does not guarantee a rate close to $k_{\rm TST}$. The dissipative friction at the well frequency is

$$\mathrm{Re}\,\hat\gamma(i\omega_0)=\mathrm{Re}\,\frac{\gamma}{1+i\omega_0\tau}=\frac{\gamma}{1+\omega_0^2\tau^2}.$$

At $\tau=20000$, $\omega_0\tau=12$, and this friction is smaller than $\gamma$ by a factor of 145. Energy exchange in the well may then limit the rate, an effect that the barrier coefficient $\kappa$ does not contain.
